**Quadrupole energies of two identical linear molecules**

For centre separation R and axial quadrupole moment Θ, the leading electrostatic energy is U = CΘ²/R⁵ in atomic units, with C = 6 (collinear), 9/4 (side by side) and −3 (T shape). The program asserts these coefficients, and the next finite-length corrections, by symbolic expansion of the nine Coulomb terms of a three-charge rod. It also compares the formulas with explicit charge sums for a second molecule that carries a ring of off-axis charge, and asserts that the relative error falls about fourfold when R doubles. A slipped parallel pair is confirmed to be attractive as well, with C ≈ −2.57. For the model rod at 6 Å the point-quadrupole energies are +0.00711, +0.00267 and −0.00356 eV. With model estimates of dispersion, induction and repulsion added to the full charge sums, the T remains the only attractive shape of the three. Raising the polarizability volume from 2.5 to 4 Å³ makes the side-by-side total negative, so the sign rule applies to the quadrupole energy and not to every total energy.

## Check in Python

```python
"""
Result under test: two identical neutral centrosymmetric linear molecules,
axial quadrupole Theta = sum q (3 z^2 - r^2)/2, centres R apart, have the
leading electrostatic energy U = C Theta^2 / R^5 (atomic units), with
C = 6 (collinear), 9/4 (parallel side by side), -3 (T shape).
The separation lies along z. A tilt is the angle of a molecular axis to z.
Charge arrays have rows (charge, x, y, z) in the molecule's own frame.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

COEFFICIENT = {"collinear": 6.0, "side by side": 9 / 4, "T shape": -3.0}
TILTS = {"collinear": (0.0, 0.0),
         "side by side": (np.pi / 2, np.pi / 2),
         "T shape": (0.0, np.pi / 2)}


def quadrupole(molecule):
    q, x, y, z = molecule.T
    return np.sum(q * (3 * z**2 - (x**2 + y**2 + z**2))) / 2


def place(molecule, tilt, height):
    """Positions after turning the axis from z towards x and lifting along z."""
    c, s = np.cos(tilt), np.sin(tilt)
    rotation = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    return molecule[:, 1:] @ rotation.T + np.array([0, 0, height])


def pair_distances(molecule, tilts, separation):
    first = place(molecule, tilts[0], 0.0)
    second = place(molecule, tilts[1], separation)
    return np.linalg.norm(first[:, None, :] - second[None, :, :], axis=2)


def coulomb_sum(molecule, tilts, separation):
    q = molecule[:, 0]
    return np.sum(np.outer(q, q) / pair_distances(molecule, tilts, separation))


# Symbolic test: expand the nine Coulomb terms of a rod (1, -2, 1) with R = 1.
a = sp.symbols("a", positive=True)
rod_charges = {-1: 1, 0: -2, 1: 1}
symbolic_axes = {"collinear": ((0, 1), (0, 1)),
                 "side by side": ((1, 0), (1, 0)),
                 "T shape": ((0, 1), (1, 0))}
expected_correction = {"collinear": sp.Integer(5),
                       "side by side": sp.Rational(-25, 6),
                       "T shape": sp.Rational(5, 8)}
correction = {}
for name, (axis1, axis2) in symbolic_axes.items():
    energy = 0
    for i, qi in rod_charges.items():
        for j, qj in rod_charges.items():
            dx = a * (j * axis2[0] - i * axis1[0])
            dz = 1 + a * (j * axis2[1] - i * axis1[1])
            energy += qi * qj / sp.sqrt(dx**2 + dz**2)
    taylor = [sp.nsimplify(sp.simplify(
        sp.diff(energy, a, n).subs(a, 0) / sp.factorial(n)))
        for n in range(7)]
    assert all(term == 0 for term in taylor[:4])
    # The rod has Theta = 2 a^2, hence Theta^2 = 4 a^4.
    assert abs(float(taylor[4]) / 4 - COEFFICIENT[name]) < 1e-12
    assert taylor[5] == 0
    correction[name] = taylor[6] / taylor[4]
    assert correction[name] == expected_correction[name]

# Symbolic test of the derivatives of 1/r that fix the three coefficients.
x, y, z = sp.symbols("x y z", real=True)
inverse_r = 1 / sp.sqrt(x**2 + y**2 + z**2)
on_axis = {x: 0, y: 0, z: 1}
derivative = {
    "collinear": sp.diff(inverse_r, z, 4).subs(on_axis),
    "side by side": sp.diff(inverse_r, x, 4).subs(on_axis),
    "T shape": sp.diff(inverse_r, x, 2, z, 2).subs(on_axis)}
assert derivative["collinear"] == 24
assert derivative["side by side"] == 9
assert derivative["T shape"] == -12

# Numerical test on a different molecule with charge off its axis.
ring_angles = 2 * np.pi * np.arange(6) / 6
cloud = np.array([[1.0, 0, 0, 0.9], [1.0, 0, 0, -0.9], [-0.8, 0, 0, 0]]
                 + [[-0.2, 0.5 * np.cos(t), 0.5 * np.sin(t), 0]
                    for t in ring_angles])
assert abs(cloud[:, 0].sum()) < 1e-12
cloud_theta = quadrupole(cloud)

# Its potential at an oblique distant point must be Theta P2(cos)/r^3.
distance, angle = 60.0, 0.4
point = distance * np.array([np.sin(angle), 0, np.cos(angle)])
potential_sum = np.sum(
    cloud[:, 0] / np.linalg.norm(point - cloud[:, 1:], axis=1))
potential_formula = (cloud_theta * (3 * np.cos(angle)**2 - 1) / 2
                     / distance**3)
assert abs(potential_sum / potential_formula - 1) < 2e-3

# The relative error of the leading energy must fall fourfold on doubling R.
for name, tilts in TILTS.items():
    errors = []
    for separation in (40.0, 80.0):
        leading = COEFFICIENT[name] * cloud_theta**2 / separation**5
        errors.append(coulomb_sum(cloud, tilts, separation) / leading - 1)
    assert abs(errors[0]) < 1e-2
    assert abs(errors[0] / errors[1] - 4) < 0.2

# Parallel molecules, both tilted: U = 6 Theta^2 P4(cos tilt) / R^5.
slip_tilt = np.arccos(np.sqrt(3 / 7))
for tilt in (0.3, slip_tilt, 1.3):
    c = np.cos(tilt)
    legendre4 = (35 * c**4 - 30 * c**2 + 3) / 8
    scaled = (coulomb_sum(cloud, (tilt, tilt), 80.0) * 80.0**5
              / cloud_theta**2)
    assert abs(scaled - 6 * legendre4) < 0.01
slip_coefficient = (coulomb_sum(cloud, (slip_tilt, slip_tilt), 80.0)
                    * 80.0**5 / cloud_theta**2)
assert abs(slip_coefficient + 18 / 7) < 0.01

# Worked example: round model parameters, lengths in angstrom, charges in e.
end_charge, half_length, R = -0.4, 1.0, 6.0
rod = np.array([[end_charge, 0, 0, half_length],
                [-2 * end_charge, 0, 0, 0],
                [end_charge, 0, 0, -half_length]])
theta = quadrupole(rod)
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom / e^2
theta_au, R_au = theta / bohr**2, R / bohr
unit_energy_au = theta_au**2 / R_au**5

# Round parameters for the effects that the point-quadrupole result omits.
polarizability, larger_polarizability = 2.5, 4.0  # angstrom^3
excitation_energy = 13.0                          # eV
repulsion_strength, repulsion_decay = 1000.0, 3.6  # eV, 1/angstrom
temperature = 300.0                               # K


def dispersion(alpha):
    return -0.75 * excitation_energy * alpha**2 / R**6


def induction(tilts, alpha):
    """Isotropic polarizability at each centre, in the other's charge field."""
    total = 0.0
    for source_tilt in tilts:
        offset = np.array([0, 0, R]) - place(rod, source_tilt, 0.0)
        lengths = np.linalg.norm(offset, axis=1)
        field = np.sum((rod[:, 0] / lengths**3)[:, None] * offset, axis=0)
        total -= 0.5 * alpha * coulomb * field @ field
    return total


print(f"End charge: {end_charge:.1f} e; centre: {-2 * end_charge:.1f} e")
print(f"Half-length: {half_length:.1f} angstrom")
print(f"Centre separation: {R:.1f} angstrom = {R_au:.4f} bohr")
print(f"Quadrupole: {theta:.2f} e angstrom^2 = {theta_au:.4f} e bohr^2")
print(f"Bohr radius: {bohr:.6f} angstrom; hartree: {hartree:.5f} eV")
print(f"Theta^2/R^5: {unit_energy_au:.4e} hartree"
      f" = {unit_energy_au * hartree:.6f} eV")
print(f"Polarizability volume: {polarizability:.1f} angstrom^3")
print(f"Excitation energy: {excitation_energy:.1f} eV")
print(f"Repulsion: {repulsion_strength:.0f} eV,"
      f" decay {repulsion_decay:.1f} 1/angstrom")
print(f"Dispersion, same for all shapes: {dispersion(polarizability):.6f} eV")

totals, point_energies = {}, {}
for name, tilts in TILTS.items():
    point_energy = COEFFICIENT[name] * unit_energy_au * hartree
    charge_energy = coulomb * coulomb_sum(rod, tilts, R)
    ratio = charge_energy / point_energy
    predicted = 1 + float(correction[name]) * (half_length / R)**2
    # Omitted terms are of order 20 (half_length/R)^4, below 0.03 here.
    assert abs(ratio - predicted) < 0.03
    induced = induction(tilts, polarizability)
    repulsion = repulsion_strength * np.sum(
        np.exp(-repulsion_decay * pair_distances(rod, tilts, R)))
    total = charge_energy + dispersion(polarizability) + induced + repulsion
    point_energies[name], totals[name] = point_energy, total
    print(f"[{name}] derivative of 1/r times R^5: {derivative[name]}")
    print(f"[{name}] coefficient C: {COEFFICIENT[name]:.2f}")
    print(f"[{name}] point quadrupoles: {point_energy:.6f} eV")
    print(f"[{name}] full charge sum: {charge_energy:.6f} eV")
    print(f"[{name}] finite-length change: {100 * (ratio - 1):.1f} percent")
    print(f"[{name}] (a/R)^2 correction factor: {correction[name]}")
    print(f"[{name}] induction: {induced:.6f} eV")
    print(f"[{name}] repulsion: {repulsion:.2e} eV")
    print(f"[{name}] sum of all estimates: {total:.6f} eV")

for energies in (point_energies, totals):
    assert [name for name in energies if energies[name] < 0] == ["T shape"]

# A more polarizable molecule: dispersion makes the side-by-side pair attract.
side = TILTS["side by side"]
polarizable_total = (
    coulomb * coulomb_sum(rod, side, R) + dispersion(larger_polarizability)
    + induction(side, larger_polarizability)
    + repulsion_strength * np.sum(
        np.exp(-repulsion_decay * pair_distances(rod, side, R))))
assert polarizable_total < 0
print(f"Larger polarizability volume: {larger_polarizability:.1f} angstrom^3")
print(f"Its dispersion energy: {dispersion(larger_polarizability):.6f} eV")
print(f"Its side-by-side sum: {polarizable_total:.6f} eV")

thermal_energy = const.k * temperature / const.e
assert thermal_energy > abs(point_energies["T shape"])
print(f"Thermal energy at {temperature:.0f} K: {thermal_energy:.5f} eV")
print(f"Slipped parallel tilt: {np.degrees(slip_tilt):.2f} degrees")
print(f"Slipped parallel C from charge sum: {slip_coefficient:.3f}")
print("verified")
```

Printed output:

```
End charge: -0.4 e; centre: 0.8 e
Half-length: 1.0 angstrom
Centre separation: 6.0 angstrom = 11.3384 bohr
Quadrupole: -0.80 e angstrom^2 = -2.8569 e bohr^2
Bohr radius: 0.529177 angstrom; hartree: 27.21139 eV
Theta^2/R^5: 4.3554e-05 hartree = 0.001185 eV
Polarizability volume: 2.5 angstrom^3
Excitation energy: 13.0 eV
Repulsion: 1000 eV, decay 3.6 1/angstrom
Dispersion, same for all shapes: -0.001306 eV
[collinear] derivative of 1/r times R^5: 24
[collinear] coefficient C: 6.00
[collinear] point quadrupoles: 0.007111 eV
[collinear] full charge sum: 0.008228 eV
[collinear] finite-length change: 15.7 percent
[collinear] (a/R)^2 correction factor: 5
[collinear] induction: -0.000136 eV
[collinear] repulsion: 5.89e-04 eV
[collinear] sum of all estimates: 0.007376 eV
[side by side] derivative of 1/r times R^5: 9
[side by side] coefficient C: 2.25
[side by side] point quadrupoles: 0.002667 eV
[side by side] full charge sum: 0.002387 eV
[side by side] finite-length change: -10.5 percent
[side by side] (a/R)^2 correction factor: -25/6
[side by side] induction: -0.000029 eV
[side by side] repulsion: 2.74e-06 eV
[side by side] sum of all estimates: 0.001054 eV
[T shape] derivative of 1/r times R^5: -12
[T shape] coefficient C: -3.00
[T shape] point quadrupoles: -0.003555 eV
[T shape] full charge sum: -0.003614 eV
[T shape] finite-length change: 1.6 percent
[T shape] (a/R)^2 correction factor: 5/8
[T shape] induction: -0.000082 eV
[T shape] repulsion: 3.76e-05 eV
[T shape] sum of all estimates: -0.004965 eV
Larger polarizability volume: 4.0 angstrom^3
Its dispersion energy: -0.003344 eV
Its side-by-side sum: -0.001000 eV
Thermal energy at 300 K: 0.02585 eV
Slipped parallel tilt: 49.11 degrees
Slipped parallel C from charge sum: -2.571
verified
```
